Nearest-neighbour eg bands of a simple cubic lattice, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two orbitals to two bands

A transition-metal ion at a site of cubic symmetry has two degenerate d orbitals of eg type. Put one such ion on each site of a simple cubic lattice with lattice constant a, and let electrons of a single spin direction hop between nearest neighbours. The problem is to find the energy bands, their special lines in the Brillouin zone, and the conditions under which these features survive in a more complete model.

The basis on each site is

|1> = x² − y²,  |2> = 3z² − r²,

with both orbitals normalized. Orbitals on different sites are taken as orthogonal. Energies are measured from the common on-site level until part (i), where the zero is moved and the move is stated. The named points of the zone are Γ = (0,0,0), X = (π,0,0)/a, M = (π,π,0)/a and R = (π,π,π)/a.

**(a) Let |x>, |y> and |z> be the normalized orbitals 3x² − r², 3y² − r² and 3z² − r². Express them in the basis (|1>, |2>). Find their mutual overlaps and the sum of the projectors P_α = |α><α|.**

Solution. All these functions have the same radial part, so only the angular parts matter. On the unit sphere write x, y, z for the components of the unit vector, and let avg denote the average over directions. With z = cos θ uniformly distributed between −1 and 1,

avg(z⁴) = (1/2) ∫ z⁴ dz = 1/5,  avg(z²) = 1/3.

Since x² + y² + z² = 1, multiplication by z² and averaging give

2 avg(x²z²) + 1/5 = 1/3, so avg(x²z²) = 1/15.

The same values hold for the other axes. Define

g₁ = √3 (x² − y²),  g₂ = 3z² − 1 = 2z² − x² − y².

Their mean squares are

avg(g₁²) = 3 (1/5 + 1/5 − 2/15) = 4/5,

avg(g₂²) = 4/5 + 1/5 + 1/5 − 4/15 − 4/15 + 2/15 = 4/5.

They are orthogonal, because g₁ changes sign when x and y are exchanged and g₂ does not. Thus g₁ and g₂ represent |1> and |2> with one common normalization factor. The function 3x² − 1 = 2x² − y² − z² has the same norm as g₂, being g₂ with renamed axes. Set

2x² − y² − z² = A √3 (x² − y²) + B (2z² − x² − y²).

The coefficient of z² gives 2B = −1, so B = −1/2. The coefficient of x² gives √3 A − B = 2, so A = √3/2. The coefficient of y² is then −√3 A − B = −3/2 + 1/2 = −1, as required. Exchanging x and y reverses the sign of A. Hence

|x> = (√3/2, −1/2),
|y> = (−√3/2, −1/2),
|z> = (0, 1).

The overlaps are <x|y> = −3/4 + 1/4 = −1/2 and <x|z> = <y|z> = −1/2. Three orbitals in a two-dimensional space cannot be independent; in fact their vectors add to zero. The projectors, written row by row, are

P_x = [[3/4, −√3/4], [−√3/4, 1/4]],
P_y = [[3/4, √3/4], [√3/4, 1/4]],
P_z = [[0, 0], [0, 1]].

Adding them gives

P_x + P_y + P_z = (3/2) 1,

where 1 is the 2×2 unit matrix. No direction in orbital space is preferred once the three axes are treated alike.

**(b) Find the form of the hopping matrix on a bond along each axis, using symmetry.**

Solution. Start with a bond along z. A rotation by 90° about the bond takes x² − y² to its negative and leaves 3z² − r² unchanged. The Hamiltonian is unchanged by this rotation. A hopping element between x² − y² on one site and 3z² − r² on the other therefore equals its own negative, and vanishes. Two amplitudes remain. Call them −t for the pair of 3z² − r² orbitals, which point at each other (σ hopping), and −t_δ for the pair of x² − y² orbitals, which lie across the bond (δ hopping):

T_z = −[t P_z + t_δ (1 − P_z)].

A cubic rotation that carries the z axis to the x axis carries |z> to |x>, and therefore P_z to P_x. The same argument applies to y. For every axis,

T_α = −[t P_α + t_δ (1 − P_α)].

The lobes of the δ pair do not point along the bond, which makes t_δ small in the cases considered here. The basic model sets

t_δ = 0, so T_α = −t P_α.

This is an approximation, not a consequence of cubic symmetry. Part (h) restores t_δ.

The matrix for an x bond shows what the model contains. The amplitude between two x² − y² orbitals is −3t/4, that between two 3z² − r² orbitals is −t/4, and that between unlike orbitals is +√3 t/4. On a y bond the last one is −√3 t/4. The sign difference matters: it decides how the two orbitals mix at a general wavevector.

**(c) In many oxides the hopping passes through a ligand. Place a p orbital at each bond centre, pointing along the bond, with energy −Δ relative to the d level (Δ > 0). Let V be its coupling to the d orbital pointing along the bond. Find t to leading order in V/Δ, with its sign.**

Solution. A 90° rotation about an x bond leaves p_x unchanged and reverses y² − z², the eg orbital orthogonal to |x>. So p_x couples only to |x> within the eg pair. The positive lobe of p_x faces one metal ion and its negative lobe faces the other, while |x> is even. The two couplings therefore have opposite signs, V and −V.

Let ψ(n) be the two-component d amplitude at site n, and ψ_α(n) = <α|ψ(n)>. Write n + α for the neighbour one lattice constant away along axis α. The ligand amplitude φ_α(n) on the bond from n to n + α obeys

E φ_α(n) = −Δ φ_α(n) + V [ψ_α(n) − ψ_α(n+α)].

Solving for it,

φ_α(n) = V [ψ_α(n) − ψ_α(n+α)] / (E + Δ).

Site n sees the ligand on its positive side with coupling V and the one on its negative side with coupling −V:

E ψ(n) = V Σ_α |α> [φ_α(n) − φ_α(n−α)].

Insert the ligand amplitudes. The bracket becomes 2ψ_α(n) − ψ_α(n+α) − ψ_α(n−α), multiplied by V/(E+Δ). For |E| much smaller than Δ, replace E + Δ by Δ:

E ψ(n) = (V²/Δ) Σ_α |α> [2ψ_α(n) − ψ_α(n+α) − ψ_α(n−α)].

The neighbour terms have the form T_α = −t P_α with

t = V²/Δ > 0.

The first term is an on-site energy 2t Σ_α P_α = 3t, equal for both orbitals. It shifts both bands rigidly and is dropped until part (i). The sign of t has a direct meaning. When neighbouring d amplitudes are equal, their couplings to the ligand between them cancel, and the antibonding energy cost is absent. The uniform state therefore has the lowest energy the bands reach, as expected for hopping amplitudes −t with t > 0. Part (g) shows that other states share this energy.

**(d) Form the Bloch Hamiltonian of the basic model and find its two eigenvalues.**

Solution. Take ψ(n) = exp(ik·R_n) ψ, where R_n is the position of site n. The two neighbours along axis α contribute exp(ik_α a) + exp(−ik_α a) = 2c_α, with

c_α = cos(k_α a).

Hence

H(k) = −2t (c_x P_x + c_y P_y + c_z P_z).

To diagonalize it, split each projector into a multiple of the unit matrix and a traceless part. With the Pauli matrices τ_x = [[0,1],[1,0]] and τ_z = [[1,0],[0,−1]], the matrices of part (a) give

P_α = (1/2)(1 + n_α·τ).

The vectors n_α, with components along τ_x and τ_z, are

n_x = (−√3/2, 1/2),
n_y = (√3/2, 1/2),
n_z = (0, −1).

For example, (1/2)(1 + 1/2) = 3/4 and (1/2)(−√3/2) = −√3/4 reproduce P_x. The three are unit vectors in a plane, 120° apart, so n_α·n_β = −1/2 for α ≠ β. The angles are twice those between the orbital vectors or their negatives, because a projector is quadratic in its orbital.

Let

S = c_x + c_y + c_z,  B = c_x n_x + c_y n_y + c_z n_z.

Then

H(k) = −t (S 1 + B·τ).

The matrices τ_x and τ_z anticommute and each squares to 1, so (B·τ)² = |B|² 1. Since B·τ has zero trace, its eigenvalues are +|B| and −|B|. The length follows from the scalar products:

|B|² = Σ_α c_α² + 2 Σ_(α<β) c_α c_β n_α·n_β
= c_x² + c_y² + c_z² − c_x c_y − c_y c_z − c_z c_x.

Denote its nonnegative square root by Q. The bands are

E± = −t (S ± Q),

or, written out,

E± = −t [c_x + c_y + c_z ± √(c_x² + c_y² + c_z² − c_x c_y − c_y c_z − c_z c_x)].

For t > 0 the upper sign gives the lower band. The eigenvalues were also tested without Bloch's theorem: a periodic cluster of 5×5×5 sites with t = 0.50 eV has 250 real-space eigenvalues, and these agree with the formula at the 125 allowed wavevectors within 0.00002 eV.

**(e) Find both energies and both eigenstates on the line from Γ to X. Explain the result in terms of orbitals.**

Solution. On this line c_y = c_z = 1. The radicand is

c_x² + 1 + 1 − c_x − 1 − c_x = (1 − c_x)²,

and Q = 1 − c_x because c_x ≤ 1. With S = 2 + c_x,

E₊ = −t (2 + c_x + 1 − c_x) = −3t,
E₋ = −t (2 + c_x − 1 + c_x) = −t (1 + 2c_x).

One band is flat along the line. The other rises from −3t at Γ to +t at X. Only one of the two eg bands is flat along Γ–X.

The orbitals explain this. The state orthogonal to |x> is

|x⊥> = (1/2, √3/2),

which is y² − z² up to an overall sign. It has no σ hopping along x, so its energy cannot depend on k_x. Its squared overlap with |y> is (−√3/4 − √3/4)² = 3/4, and with |z> it is also 3/4. The y and z bonds supply

−2t (3/4 + 3/4) = −3t.

The partner |x> hops along x with full strength and along y and z with weight 1/4 each, giving −2t (c_x + 1/2), the dispersive band.

The argument reaches beyond this line. Suppose c_y = c_z = c. From part (a), P_y + P_z = (3/2)1 − P_x, and

H = −3t c 1 − 2t (c_x − c) P_x.

The state |x⊥> has energy −3tc for every k_x. For c = −1 this is a flat upper band at +3t, on the line from R to M. Flatness here is a one-dimensional property: the energy changes when c changes.

**(f) Find all wavevectors at which the two bands touch, and the way they separate nearby.**

Solution. The splitting is E₋ − E₊ = 2tQ, so touching requires Q = 0. Expanding the squares confirms that

Q² = (1/2) [(c_x − c_y)² + (c_y − c_z)² + (c_z − c_x)²].

In the sum of squares each c_α² appears twice and each product appears with coefficient −2; the factor 1/2 then restores the radicand. A sum of real squares vanishes only if every term does. The condition is

c_x = c_y = c_z.

Within the zone this means |k_x| = |k_y| = |k_z|: the four body diagonals, which are the Γ–R lines. There Σ_α P_α = (3/2)1 gives at once

H = −3t cos(ka) 1,

where k is the common magnitude of the components. The touching has a symmetry reason. A 120° rotation about the diagonal permutes |x>, |y> and |z> and leaves k unchanged. In the plane of (|1>, |2>) it acts as a 120° rotation, and a real symmetric matrix that commutes with such a rotation is a multiple of the unit matrix. The Bloch matrix here is real and symmetric.

Now move away from the diagonal k = (k,k,k) by a small vector q. To first order c_α changes by −a q_α sin(ka), so

Q² = a² sin²(ka) (1/2) Σ_(α<β) (q_α − q_β)².

The last sum is 3q² − (q_x+q_y+q_z)², which is 3q_⊥², where q_⊥ is the part of q perpendicular to the diagonal. Therefore

E₋ − E₊ = √6 t a |sin(ka)| q_⊥.

The bands separate linearly, except at Γ and R, where the sine vanishes and the separation starts at second order.

## Second half: band edges, corrections and a manganite example

The symbols carried over are these. The orbitals |x>, |y>, |z> point along the axes of a cubic lattice of constant a, have projectors P_α with sum (3/2)1, and add to zero as vectors. The state |x⊥> = (1/2, √3/2) is y² − z² up to sign. With c_α = cos(k_α a), S the sum of the c_α, and Q the square root of c_x² + c_y² + c_z² − c_x c_y − c_y c_z − c_z c_x,

H = −2t Σ_α c_α P_α,  E± = −t (S ± Q),  t > 0.

The lower band equals −3t on Γ–X, and both bands equal −3t cos(ka) on Γ–R. If the hopping arises from ligands, t = V²/Δ to leading order in V/Δ.

**(g) Find the lowest and highest energies of the bands, where they occur, and the effective mass across a flat line.**

Solution. Since 3 = 2 × 3/2, the quantity 3t can be written as 2t Σ_α P_α. Define d_α = 1 − c_α, which is never negative. Then

A = (H + 3t)/t = 2 Σ_α d_α P_α.

For any orbital state |v>,

<v|A|v> = 2 Σ_α d_α |<α|v>|² ≥ 0,

so no energy lies below −3t. To find where this bound is reached, compute the determinant. In the form used in part (d), A = (Σd_α)1 + (Σd_α n_α)·τ, and its determinant is the square of the first coefficient minus the squared length of the second:

det A = (Σ_α d_α)² − [Σ_α d_α² − Σ_(α<β) d_α d_β]
= 3 (d_x d_y + d_y d_z + d_z d_x).

All terms are nonnegative. The determinant vanishes only if at most one d_α differs from zero, which means that at least two components of k are zero. The minimum −3t is thus reached on the three axes through Γ and nowhere else in the zone.

Adding R to k reverses every c_α, and so reverses H. The maximum is therefore +3t, on the lines from R to the M points, and the total width is 6t.

For the mass, fix k_x at a value with d_x > 0 and let k_y and k_z be small. Then

d_y ≈ (k_y a)²/2,  d_z ≈ (k_z a)²/2.

The two eigenvalues of A have product det A and sum 2(d_x + d_y + d_z), because each projector has unit trace. One eigenvalue stays near 2d_x and the other is small. To leading order the small one is

λ = 3d_x (d_y + d_z) / (2d_x) = (3/2)(d_y + d_z).

Multiplying by t and restoring the offset,

E₊ ≈ −3t + (3/4) t a² (k_y² + k_z²).

The second derivative with respect to k_y is 3ta²/2. Equating it to ħ²/m* gives

m* = 2ħ²/(3ta²).

The mass along the line is infinite in this model; across it, it is finite and does not depend on k_x. The expansion requires d_y and d_z to be much smaller than d_x. It fails at Γ, where both eigenvalues of A go to zero together and the quadratic rise of the energy depends on the direction in which k leaves Γ.

The basic model has now been solved: its bands run from −3t to +3t, with the lower band flat on Γ–X and the two bands degenerate on Γ–R. It remains to see how δ hopping, a tetragonal splitting and explicit ligand orbitals change these results, and to evaluate the model for a manganite.
